# The Kinchin–Pease displacement count from equal-mass hard-sphere collisions

A silicon ion implanted into silicon, or a lattice atom struck hard by an ion, moves through a solid made of atoms of its own mass. It shares its energy in collisions, the struck atoms share theirs, and a cascade develops. This problem asks how many atoms are displaced on average.

The model is as follows.

- Collisions are elastic and take place between two equal hard spheres, one of them at rest. Moving atoms do not meet each other.
- An atom on a lattice site leaves it if it receives at least the threshold energy $T_d$. Otherwise it stays and its energy becomes heat.
- No energy is subtracted when an atom leaves its site, and none goes to electrons.
- A moving atom that displaces another and keeps less than $T_d$ falls into the site it has just emptied. This is a replacement.
- Crystal order, the surface and later recombination of defects are ignored.

Let $\nu(T)$ be the mean number of displaced atoms at the end of a cascade begun by an atom of energy $T$, with the starting atom included. An atom that receives less than $T_d$ on its site displaces nothing, so $\nu(T)=0$ for $T<T_d$.

## (a) How is the energy shared in one collision?

**Question.** A sphere of energy $T$ hits an equal sphere at rest. Find the probability density of the energy $\varepsilon$ given to the struck sphere.

**Solution.** Let $D$ be the distance between the centres at contact, and $b$ the impact parameter. The line of centres makes an angle $\varphi$ with the incoming velocity, where $\sin\varphi=b/D$.

Smooth spheres push each other along the line of centres only. The velocity component across that line is unchanged, and the component along it, $u=v\cos\varphi$, takes part in a one-dimensional collision. With final components $u_1$ (projectile) and $u_2$ (target), momentum and energy conservation for equal masses give

$$u=u_1+u_2,\qquad u^2=u_1^2+u_2^2 .$$

Squaring the first equation and subtracting the second leaves $2u_1u_2=0$. The choice $u_2=0$ would mean that no collision took place, so $u_1=0$ and $u_2=u$. The struck sphere therefore receives

$$\varepsilon=T\cos^2\varphi=T\left(1-\frac{b^2}{D^2}\right).$$

The projectile arrives with equal probability at every point of a disc of radius $D$. The probability that the impact parameter is below $b$ is the ratio of areas, $b^2/D^2$, so $s=b^2/D^2$ is uniform on $(0,1)$. Then $\varepsilon=T(1-s)$ is uniform on $(0,T)$:

$$p(\varepsilon)=\frac1T,\qquad 0<\varepsilon<T .$$

The projectile keeps $T-\varepsilon$, which is uniform on the same interval. A direct calculation with velocity vectors over a fine grid of impact points gave a cumulative distribution within $1.3\times10^{-4}$ of the uniform one.

## (b) What happens between $T_d$ and $2T_d$?

**Question.** Show that a starting atom with $T_d\le T<2T_d$ produces one displaced atom.

**Solution.** The two energies after a collision add up to $T<2T_d$, so they cannot both reach $T_d$. Three outcomes remain.

1. The struck atom receives $\varepsilon\ge T_d$ and leaves. The projectile keeps less than $T_d$ and takes the empty site. One displaced atom is on the move, though it is a different one.
2. The projectile keeps at least $T_d$. The struck atom receives less than $T_d$ and stays. One displaced atom is on the move.
3. Both have less than $T_d$. The struck atom stays, so there is no empty site for the projectile, which comes to rest between sites. One displaced atom remains.

In outcomes 1 and 2 the moving atom again has an energy between $T_d$ and $2T_d$, and the argument repeats. Hence

$$\nu(T)=1,\qquad T_d\le T<2T_d .$$

## (c) What balance holds at higher energy?

**Question.** For $T\ge 2T_d$, relate $\nu(T)$ to its values at lower energies.

**Solution.** Now the two energies add up to at least $2T_d$, so they cannot both be below $T_d$, and outcome 3 is absent. If both are at least $T_d$, both atoms go on and contribute $\nu(\varepsilon)+\nu(T-\varepsilon)$. If one is below $T_d$, that atom either stays on its site or is captured as a replacement. It contributes zero, which is what $\nu$ gives below $T_d$. The same sum therefore covers every case. Averaging over the uniform density of part (a),

$$\nu(T)=\frac1T\int_0^T\big[\nu(\varepsilon)+\nu(T-\varepsilon)\big]\,d\varepsilon .$$

The substitution $\varepsilon'=T-\varepsilon$ turns the second integral into the first, so

$$\nu(T)=\frac2T\int_0^T\nu(\varepsilon)\,d\varepsilon,\qquad T\ge2T_d .$$

The restriction matters. Used between $T_d$ and $2T_d$, with $\nu=1$ under the integral, the right side would be $2(T-T_d)/T$, which is less than 1. The missing part is outcome 3, where both energies are below $T_d$ and yet one displaced atom remains.

## (d) What is the count?

**Question.** Solve the balance equation for $T\ge2T_d$.

**Solution.** Multiply by $T$ and split the integral at $T_d$ and $2T_d$. The first piece is zero, and the second is $1\times(2T_d-T_d)=T_d$:

$$T\,\nu(T)=2T_d+2\int_{2T_d}^{T}\nu(\varepsilon)\,d\varepsilon .$$

At $T=2T_d$ the integral vanishes, so $2T_d\,\nu(2T_d)=2T_d$ and $\nu(2T_d)=1$. The count joins the starting rule without a jump.

Differentiating with respect to $T$ gives $\nu+T\nu'=2\nu$, or $T\nu'=\nu$. Then

$$\frac{d}{dT}\left(\frac{\nu}{T}\right)=\frac{T\nu'-\nu}{T^2}=0,$$

so $\nu=CT$. The value at $2T_d$ fixes $C=1/(2T_d)$, and

$$\boxed{\;\nu(T)=\frac{T}{2T_d},\qquad T\ge2T_d\;}$$

Differentiation can lose a constant, so the result is put back into the undifferentiated equation. Its right side becomes

$$2T_d+\frac{2}{2T_d}\,\frac{T^2-4T_d^2}{2}=2T_d+\frac{T^2}{2T_d}-2T_d=\frac{T^2}{2T_d},$$

which equals $T\nu(T)$.

Random cascades, in which each atom above $2T_d$ splits its energy uniformly, gave $1.2528\pm0.0022$, $2.4975\pm0.0031$ and $10.0002\pm0.0061$ displaced atoms for $T/T_d=2.5$, 5 and 20. The formula gives 1.25, 2.5 and 10. The errors are standard errors of the mean.

## (e) Why does each displaced atom cost $2T_d$?

**Question.** An atom needs only $T_d$ to be displaced. Find where the rest of the energy goes, without using the balance equation.

**Solution.** Follow every atom with $T\ge2T_d$ through its collisions, and stop following an atom once its energy is below $2T_d$. A collision of an atom of energy $E\ge2T_d$ yields two energies, each with density $1/E$ on $(0,E)$. Their combined density, $2/E$, is constant over the whole interval $(0,2T_d)$. Summing over all such collisions in the cascade leaves it constant. The final energies therefore have a constant mean density $K$, in atoms per unit energy, on $(0,2T_d)$.

Collisions conserve energy, so the final energies add up to $T$:

$$T=\int_0^{2T_d}K\varepsilon\,d\varepsilon=2KT_d^2\quad\Rightarrow\quad K=\frac{T}{2T_d^2}.$$

The mean number of final atoms is $2T_dK=T/T_d$. Half of them lie between $T_d$ and $2T_d$, and by part (b) each of these is one displaced atom. Their number is $KT_d=T/(2T_d)$, as before.

The displaced atoms hold the energy

$$\int_{T_d}^{2T_d}K\varepsilon\,d\varepsilon=\frac32KT_d^2=\frac34T,$$

and the atoms below threshold hold the remaining $\frac14T$. Per displaced atom this is $\frac32T_d$ carried by the atom itself, which is too little for a second displacement, and $\frac12T_d$ held by atoms, struck or striking, that were left with too little to count.

## (f) How much damage does a shallow silicon implant do?

**Question.** A 5 keV silicon ion enters silicon with $T_d=15$ eV. The dose is $1\times10^{14}$ cm⁻², and the damage is taken to lie in a layer 15 nm thick with $5.0\times10^{22}$ atoms per cm³. The threshold, thickness and density are rough typical values. Find the count, the vacancies per ion and the displacements per atom.

**Solution.** The count is

$$\nu=\frac{5000}{2\times15}=166.7 .$$

It includes the ion, which came from outside and left no empty site. The net number of vacancies per ion is therefore $\nu-1=165.7$. For a lattice atom set in motion with the same energy, no 1 would be subtracted.

The layer holds $5.0\times10^{22}\times15\times10^{-7}=7.5\times10^{16}$ atoms per cm², so

$$\text{displacements per atom}=\frac{165.7\times10^{14}}{7.5\times10^{16}}=0.22 .$$

This assumes that every ion meets an undamaged lattice.

A run of 4000 random cascades at this energy gave a standard deviation of 5.1 between cascades, about 3 % of the count, so within the model single ions differ little. The mean was $166.41\pm0.08$. That is 0.15 % below the formula, but about three standard errors, which is more than usual scatter. Parts (d) and (e) leave no room for a real difference within the model, so it is read here as a sampling fluctuation. The same run gave 333.8 final atoms per cascade against the predicted 333.3, and an energy share of 0.7492 for the displaced atoms against 0.75.

## (g) What if leaving a site costs $T_d$?

**Question.** Let a struck atom that receives $\varepsilon\ge T_d$ move off with $\varepsilon-T_d$. Find the equation for the mean count $n(E)$ of an atom already moving with energy $E$, and its form at high energy.

**Solution.** A moving atom with $E<2T_d$ still ends as one displaced atom: if it ejects another, it keeps less than $T_d$ and is captured. So $n=1$ for $0<E<2T_d$, including energies below $T_d$, because this atom has already left its site.

For $E\ge2T_d$, let the projectile keep $y$. If $y<T_d$, the struck atom received more than $E-T_d\ge T_d$ and left, so the projectile is captured and contributes nothing. The struck atom contributes if $\varepsilon\ge T_d$, with energy $y=\varepsilon-T_d$ between 0 and $E-T_d$. Averaging over the uniform transfer,

$$E\,n(E)=\int_{T_d}^{E}n(y)\,dy+\int_0^{E-T_d}n(y)\,dy .$$

Differentiation gives $n(E)+En'(E)=n(E)+n(E-T_d)$, so

$$E\,n'(E)=n(E-T_d).$$

The line $n=a(E/T_d+1)$ satisfies this for any $a$, since both sides equal $aE/T_d$. It does not match the flat start $n=1$, so $a$ is found here by numerical integration. That gives $n=7.361$ at $E/T_d=20$ and $117.2$ at $E/T_d=333.3$. Dividing by 21 and by 334.3 yields $a=0.351$ both times, so the solution follows the line closely over this range. Random cascades with these rules gave $7.364\pm0.008$ at $E/T_d=20$.

For the 5 keV ion the count falls from 166.7 to 117.2, a factor of 0.70. It remains nearly proportional to energy, but the coefficient of $T/T_d$ is 0.35 instead of 0.5.

## (h) How far can the number be trusted for real silicon?

**Question.** Estimate the other effects that the model leaves out, for the ion of part (f).

**Solution.** Each effect is changed alone, with the rest of the model held fixed, except where stated.

*Electronic loss.* Part of the energy excites electrons and displaces nothing. The Lindhard partition in Robinson's fit, taken here as given, leaves the damage energy $T/(1+kg)$, where

$$k=0.1337\,Z^{1/6}\left(\frac ZA\right)^{1/2},\qquad g=3.4008\,e^{1/6}+0.40244\,e^{3/4}+e .$$

Here $Z=14$ is the atomic number and $A=28.085$ the relative atomic mass. The reduced energy for equal atoms is $e=Tr/(2Z^2q^2)$, with the screening length $r=0.8853\,a_0/(\sqrt2\,Z^{1/3})$, the Bohr radius $a_0=0.0529$ nm and $q^2=1.44$ eV nm, the squared elementary charge divided by $4\pi\varepsilon_0$. For this ion $e=0.1218$, $k=0.1465$ and $g=2.599$, so the damage energy is $5000/1.381=3621$ eV, a loss of 28 %. This share grows with ion energy, because $g$ does, so the linear count overestimates more at higher energy.

*Scattering law.* Real atoms repel softly and favour small transfers. With a transfer density proportional to $1/\varepsilon$, random cascades gave 140.6, a factor of 0.84. This law needs a lower cutoff, and reducing it from $0.02\,T_d$ to $0.005\,T_d$ changed the count by less than 1 %. The factor belongs to this law and depends on its exponent: a steeper density proportional to $\varepsilon^{-4/3}$ gives about 0.70. The widely used Norgett–Robinson–Torrens count combines the damage energy with a conventional factor 0.8:

$$\frac{0.8\times3621}{2\times15}=96.6,$$

which corresponds to 0.13 displacements per atom.

*Threshold.* In a crystal $T_d$ depends on direction. Taking 10 eV or 30 eV for all directions gives 250 or 83 displaced atoms, a range that is wider than either correction above. It is not a bound: first-principles simulations have reported a direction-averaged threshold near 36 eV for silicon, which would give 69.

*Temperature.* At 300 K, $k_BT=0.0259$ eV is about $0.002\,T_d$, so heat hardly helps the ejection itself. It does move the defects afterwards. If the 165.7 vacancies of one ion fill a sphere 15 nm across, their mean spacing is 2.2 nm. With a rough migration barrier of 0.4 eV and attempt rate of $10^{13}$ s⁻¹, a vacancy hops $1.9\times10^6$ times per second. A random walk with steps of 0.235 nm covers the spacing in about $(2.20/0.235)^2\approx88$ hops, or $5\times10^{-5}$ s. Covering the spacing is not yet a capture, which takes a few times longer, roughly $1$ to $2\times10^{-4}$ s for a capture radius between 0.5 and 0.2 nm. Vacancies can still meet other defects long before an implant lasting seconds is over. The count describes the vacancies and displaced atoms left at the end of the collisions, not damage that survives. It is also net of replacements: in the model these number $T/(2T_d)$ on average for $T\ge2T_d$, so about twice as many atoms are knocked off their sites as the count shows.

The figure of 0.22 displacements per atom does not by itself decide whether the layer turns amorphous. Of the assumptions sized here, correcting for the missing electronic loss and the hard-sphere law together lowers it to about 0.13, and replacing the 15 eV threshold by a value between 10 and 30 eV moves it by a factor of up to about two. Escape through the surface, recombination of close pairs and the formation of disordered pockets are not computed. The formula is best used to compare the displacements made by silicon ions of different energy and dose, with the electronic loss subtracted first. In the fit above that loss is already 22 % at 1 keV, so it should not be neglected at implant energies. Equal counts do not guarantee equal surviving damage, which also depends on temperature and dose rate.

## Calculated quantities

```
Hard-sphere transfer: max deviation from uniform CDF 1.3e-04
Integral equation: max deviation from T/(2Td) 1.6e-14
T/Td =  2.5: cascades 1.2528 +- 0.0022, law 1.2500
T/Td =  5.0: cascades 2.4975 +- 0.0031, law 2.5000
T/Td = 20.0: cascades 10.0002 +- 0.0061, law 10.0000
Ion energy T = 5000 eV
Threshold Td (rough) = 15 eV
T/Td = 333.3
Kinchin-Pease count nu = 166.7
Random cascades: mean = 166.41 +- 0.08
Standard deviation between cascades = 5.1
Final atoms per cascade, all below 2Td = 333.8
Final spectrum, 8 bins: min 0.1238, max 0.1261
Energy share held by displaced atoms = 0.7492
Net vacancies per ion = 165.7
Dose = 1.0e+14 cm^-2
Layer thickness (rough) = 15 nm
Atomic density (rough) = 5.0e+22 cm^-3
Atoms in layer = 7.50e+16 cm^-2
Displacements per atom, Kinchin-Pease = 0.221
Lindhard reduced energy = 0.1218
Lindhard k = 0.1465, g = 2.599
Damage energy = 3621 eV
Electronic loss = 27.6 %
Norgett-Robinson-Torrens count = 96.6
Displacements per atom, NRT = 0.127
Td paid, T/Td = 20: equation 7.361, cascades 7.364 +- 0.008
Count with Td paid on leaving = 117.2
Its ratio to Kinchin-Pease = 0.703
Count with 1/transfer scattering = 140.6
Its ratio to Kinchin-Pease = 0.843
Shift, cutoff 0.02 Td to 0.005 Td = -0.97
Count if Td = 10 eV: 250.0
Count if Td = 30 eV: 83.3
Temperature = 300 K, kT = 0.0259 eV
kT/Td = 1.7e-03
Vacancy spacing in a 15 nm sphere = 2.20 nm
Migration barrier (rough) = 0.4 eV
Attempt rate (rough) = 1e+13 s^-1, hop = 0.235 nm
Vacancy hop rate = 1.9e+06 s^-1
Time to cross the spacing = 4.6e-05 s
```
